# Device-to-device spread of switched fraction in a small ferroelectric hafnia gate

A square ferroelectric gate of side 50 nm, filled by independent square grains of side 10 nm, has a switched fraction that varies from device to device with a standard deviation of 0.10 when half of the area switches on average. For gate side $L$ and grain side $g$,

$$\sigma_f=\frac{g}{2L}=\frac{10}{2\times 50}=0.10 .$$

This is an absolute spread in a fraction that runs from 0 to 1. Relative to the mean of 0.5 it is 20%.

## The estimate on the back of an envelope

The gate holds $(50/10)^2=25$ grains. At half switching each grain is a fair coin. The number of heads in 25 tosses has mean 12.5 and standard deviation $\sqrt{25}/2=2.5$. Dividing by 25 turns the count into a fraction: $0.5\pm0.1$.

Three assumptions are hidden here: a grain switches completely or not at all, all grains have the same area, and no grain influences another. The derivation below uses them one at a time, so that each can later be relaxed.

## Controlled derivation

Consider many nominally identical devices. Each is reset to the same polarization state and then receives one identical pulse. For grain $i$ let $s_i=1$ if it has switched and $s_i=0$ if it has not. Over the ensemble of devices, $s_i=1$ with probability $p$, so

$$\langle s_i\rangle = 1\cdot p+0\cdot(1-p)=p .$$

Because $0^2=0$ and $1^2=1$, we have $s_i^2=s_i$, and the variance of one grain is

$$\mathrm{Var}\,s_i=\langle s_i^2\rangle-\langle s_i\rangle^2=p-p^2=p(1-p).$$

With $N=(L/g)^2$ equal grains, the switched area fraction is $f=\frac1N\sum_i s_i$. Its mean is $p$. Its variance is

$$\mathrm{Var}\,f=\frac{1}{N^2}\Big[\sum_i \mathrm{Var}\,s_i+\sum_{i\ne j}\mathrm{Cov}(s_i,s_j)\Big].$$

Independence removes the second sum, and the first has $N$ equal terms:

$$\mathrm{Var}\,f=\frac{p(1-p)}{N}.$$

Since $p(1-p)=\frac14-(p-\frac12)^2$, the spread is largest at $p=\frac12$, where

$$\sigma_f=\frac{1}{2\sqrt N}=\frac{g}{2L}.$$

"Half switching" means that the ensemble mean is one half. A single device with 25 grains cannot sit there: the nearest fractions are $12/25=0.48$ and $13/25=0.52$.

Two limits help to read the formula. For weak switching, $p\ll1$, the spread is about $\sqrt{p/N}$. It is small in absolute terms, but relative to the mean it is $1/\sqrt{Np}$, which grows as $p$ falls. At $p=0$ or $p=1$ the spread vanishes in this model, so intermediate states suffer more than the two saturated ones, as long as every grain can switch.

At fixed grain size the spread is inversely proportional to the gate side: 0.05 for 100 nm, 0.10 for 50 nm and 0.25 for 20 nm. The last gate has four grains, and its possible fractions are 0, 0.25, 0.5, 0.75 and 1.

### The whole distribution

A given set of $k$ switched grains has probability $p^k(1-p)^{N-k}$, and there are $\binom Nk$ such sets. At half switching

$$P(k)=\binom{25}{k}\,2^{-25}.$$

The two most probable counts, 12 and 13, have probability 0.155 each. The share of devices with $f$ below 0.4 or above 0.6 is 0.23. This is less than the roughly one third that a continuous normal law places beyond one standard deviation, because the end values $k=10$ and $k=15$ count as inside. On a continuous scale the retained counts occupy the range 9.5 to 15.5, which is $\pm3$ grains, or $\pm1.2$ standard deviations.

## What varies: the device or the pulse

The probability $p$ needs a physical source. Let a grain switch when the film field $E$ exceeds its own switching field, and let these fields be normally distributed with mean $E_c$ and standard deviation $\sigma_E$. Then

$$p=\Phi\!\left(\frac{E-E_c}{\sigma_E}\right),$$

where $\Phi$ is the cumulative normal distribution. Half switching means $E=E_c$. The example takes $E_c=1.20$ MV/cm and $\sigma_E=0.30$ MV/cm. Drawing 25 such fields for each of 200,000 simulated devices gave a standard deviation of 0.1001.

Part of $\sigma_E$ may be frozen into the grain (orientation, size, defects), and part may be drawn anew at each pulse (random nucleation). Call these parts $\sigma_q$ and $\sigma_j$, independent of each other, with $\sigma_E^2=\sigma_q^2+\sigma_j^2$. The value 0.10 covers both. To find the repeatable part, compare two pulses on the same device, with a reset before each.

The deviations of one grain's switching field from $E_c$ on the two pulses share the frozen part, so their correlation is

$$r=\frac{\sigma_q^2}{\sigma_q^2+\sigma_j^2}.$$

Divide both deviations by $\sigma_E$ and write them as $x_1=z_1$ and $x_2=rz_1+\sqrt{1-r^2}\,z_2$, with $z_1,z_2$ independent standard normal variables. The grain switches on both pulses if $x_1<0$ and $x_2<0$. Each condition selects a half-plane of the $(z_1,z_2)$ plane. The normals of the two boundary lines are $(1,0)$ and $(r,\sqrt{1-r^2})$, at an angle $\arccos r$, so the half-planes overlap in a wedge of angle $\pi-\arccos r=\frac\pi2+\arcsin r$. The distribution of $(z_1,z_2)$ is circularly symmetric, so the probability is the wedge angle over $2\pi$:

$$P(\text{both})=\frac14+\frac{\arcsin r}{2\pi}.$$

Subtracting $\langle s\rangle^2=\frac14$ leaves the covariance of one grain between pulses, $\arcsin r/(2\pi)$. Averaging over $N$ independent grains divides it by $N$.

This covariance is the repeatable variance. Write the two readings as $f_1=m+\epsilon_1$ and $f_2=m+\epsilon_2$, where $m$ is the device's own long-run average and the pulse noises $\epsilon$ are independent with zero mean for a given device. Then $\mathrm{Cov}(f_1,f_2)=\mathrm{Var}\,m$, and

$$\sigma_{\rm rep}^2=\frac{\arcsin r}{2\pi N},\qquad \sigma_{\rm pulse}^2=\frac1{4N}-\frac{\arcsin r}{2\pi N}.$$

For $r=1$ the repeatable part is the full $1/(4N)$; for $r=0$ it vanishes. With $\sigma_q=0.24$ and $\sigma_j=0.18$ MV/cm, $r=0.0576/0.0900=0.64$. The repeatable spread is 0.067 and the pulse-to-pulse spread 0.075; their squares add to $0.10^2$. Thus 0.10 is the spread of one reading per device, and it is a permanent difference between devices if the switching fields are wholly frozen.

## Unequal, cut and partly switched grains

If grain $i$ has area $a_i$ and the gate area is $A$, then $f=\sum_i a_is_i/A$. Constants leave a variance squared, so for independent grains that all share the same $p$, whatever their size,

$$\mathrm{Var}\,f=p(1-p)\frac{\sum_i a_i^2}{A^2}.$$

Large grains count more than in proportion to their area. The same gate can be tiled by four 20 nm grains in the corners and nine 10 nm grains in the cross between them. At half switching

$$\sigma_f=\frac12\,\frac{\sqrt{4\times400^2+9\times100^2}}{2500}=0.171 .$$

Thirteen equal grains would give 0.139. The rise from 0.10 therefore comes partly from having fewer grains and partly from their inequality.

Gate edges need not follow grain boundaries. Place a regular grid of 10 nm grains at random under the gate and let $n=L/g=5$. Along one axis, in units of $g$, the gate contains $n-1$ full lengths and two pieces $v$ and $1-v$, with $v$ uniform between 0 and 1. The mean of $v^2+(1-v)^2$ is $\frac13+\frac13=\frac23$, so the mean sum of squared lengths is $n-\frac13$. The offsets along the two axes are independent, so the mean sum of squared areas is $(n-\frac13)^2$, while the squared gate area is $n^4$. Hence

$$\sigma_f=\frac{n-\frac13}{2n^2}=\frac{4.667}{50}=0.093 .$$

Cutting lowers the spread, because the same area is divided among more and smaller pieces. The effect is slight here and larger for small gates: for the 20 nm gate, $n=2$, the same formula gives 0.208 instead of 0.25. Each piece is assumed to keep $p=\frac12$.

Partial switching also lowers it. If $s$ may take any value between 0 and 1, then $s^2\le s$, so $\mathrm{Var}\,s\le p-p^2$ at the same mean $p$. For independent grains of given areas, all-or-nothing switching is the worst case.

Some grains may be in a phase that is not ferroelectric. If a share 0.20 is inert at random and the others switch with probability one half, a grain chosen at random switches with $p=0.8\times0.5=0.40$. The spread is $\sqrt{0.4\times0.6/25}=0.098$, nearly unchanged, but relative to the lower mean it is about 24% instead of 20%. The fully switched state now varies too: its fraction has mean 0.80 and spread $\sqrt{0.8\times0.2/25}=0.08$. If instead exactly 5 of the 25 grains are inert in every device, the spread at half switching of the others is $\sqrt{20}/(2\times25)=0.089$.

## Errors shared by all grains of a device

Film thickness affects every grain in a device together. At fixed film voltage $V_f$ the field is $V_f/t_f$, so a small relative thickness error gives an equal and opposite relative field error. A standard deviation of 2% in thickness means a common field error of $c=0.02\times1.20=0.024$ MV/cm. This holds for a film driven directly between electrodes. In the stack with an interlayer treated below, the gate voltage is what is fixed: the same 2% then moves the film field by only $39/69$ of this amount, while an error of 0.05 nm in the 1 nm interlayer moves it by about 2% at zero net polarization.

Two grains of one device now have correlated margins for switching, with $r'=c^2/(c^2+\sigma_E^2)$. The wedge argument gives their covariance as $\arcsin r'/(2\pi)$. By symmetry the mean stays at one half, so each grain keeps variance $\frac14$. There are $N$ single terms and $N(N-1)$ ordered pairs:

$$\mathrm{Var}\,f=\frac1{N^2}\left[\frac N4+N(N-1)\frac{\arcsin r'}{2\pi}\right]
=\frac1{4N}+\Big(1-\frac1N\Big)\frac{\arcsin r'}{2\pi}.$$

The example gives 0.105, about 5% above the independent value. The second term does not vanish for large $N$. It leaves a floor $\sqrt{\arcsin r'/(2\pi)}\approx0.03$, so the law $g/(2L)$ fails for large gates once it approaches that floor.

A temperature change moves all devices together. If warming lowers $E_c$ by an assumed 10% at an unchanged pulse and an unchanged $\sigma_E$, the excess field is $0.12$ MV/cm, or $0.4\,\sigma_E$. The mean fraction rises to 0.655 and the spread falls to 0.095. The shift of the mean, 0.155, exceeds the spread.

## Feedback through the interlayer

In a gate stack the ferroelectric film sits on a thin oxide, and polarization charge that is not compensated at their interface changes the film field. This can break the independence of grains.

Count fields and polarization positive from gate to channel. Let the film have thickness $t_f$ and permittivity $\varepsilon_f$, and the interlayer $t_i$ and $\varepsilon_i$. Let trapped or leaked charge compensate a share $1-u$ of the polarization $P$. The displacement condition at the interface is then

$$\varepsilon_0\varepsilon_iE_i=\varepsilon_0\varepsilon_fE_f+uP .$$

With the voltage drop in the semiconductor neglected, $V=E_ft_f+E_it_i$. Inserting $E_i=(V-E_ft_f)/t_i$ and collecting the terms in $E_f$,

$$\varepsilon_0\Big(\varepsilon_f+\varepsilon_i\frac{t_f}{t_i}\Big)E_f=\frac{\varepsilon_0\varepsilon_iV}{t_i}-uP .$$

At fixed $V$ and $u$, switching the whole film from $-P_r$ to $+P_r$ lowers $E_f$ by

$$\beta=\frac{2uP_r}{\varepsilon_0(\varepsilon_f+\varepsilon_it_f/t_i)} .$$

The example has $t_f=10$ nm, $t_i=1$ nm, $\varepsilon_f=30$, $\varepsilon_i=3.9$ and $P_r=20$ uC/cm2, so the bracket is $30+39=69$. Without compensation, $u=1$, the loss is 6.55 MV/cm, more than five times $E_c$. Since $V$ is fixed, the interlayer field rises by $\beta t_f/t_i=65.5$ MV/cm. Whatever its starting value, its magnitude must be at least half of this at one end of the change, far above a rough oxide breakdown field of 10 MV/cm. In this model, therefore, either compensating charge arrives or the film cannot switch so fully.

Take $u=0.05$ as a chosen value. Then $\beta=0.327$ MV/cm, comparable with $\sigma_E$, and the interlayer field changes by 3.27 MV/cm. The neglected drop in a strongly inverted silicon channel is about 1 V, but it varies little with charge and mainly shifts $V$. The finite thickness of the inversion layer acts as extra interlayer: an assumed 0.4 nm of oxide equivalent would raise $\beta$ to about 0.40 MV/cm and lower the reduction factor found below from 0.70 to about 0.65.

To see the effect on the spread, suppose that the interface is one equipotential plane, as with a metal layer between film and oxide. Every unswitched grain then feels a loss $\beta f$. Let $E_a$ be the film field that the pulse would produce before any grain switches, and let $F_d(E)$ be the fraction of grains in device $d$ whose switching fields lie below $E$. If the weakest grains switch first, as under a slowly rising pulse, the final state obeys, for many grains,

$$f=F_d(E_a-\beta f).$$

Choose $E_a=E_c+\beta/2$ to restore half switching, and write $f=\frac12+\varphi$. The argument becomes $E_c-\beta\varphi$. Near $E_c$, to first order, $F_d(E_c-\beta\varphi)\approx\frac12+\delta-h\beta\varphi$. Here $\delta$ is the device's random deviation without feedback, and $h=1/(\sqrt{2\pi}\,\sigma_E)$ is the normal density at its centre. Hence

$$\varphi=\delta-h\beta\varphi\quad\Rightarrow\quad \varphi=\frac{\delta}{1+h\beta},\qquad
\sigma_f\to\frac{\sigma_f}{1+\beta/(\sqrt{2\pi}\,\sigma_E)} .$$

A device with many weak grains switches early, loses field early, and is held back. The reduction factor is 0.697, so the estimate falls from 0.10 to 0.070. A simulation of 25 grains, switched in order from the weakest, gives 0.071; it uses $E_a=E_c+\beta(N-1)/(2N)$, which keeps the mean at one half for finite $N$. The order matters. If the grains that can switch do so in random order, the spread at half switching is about 0.08, and if they all switch at once, before the field has fallen, it stays at 0.10. With 2500 grains the simulated spread agreed with the linear formula within the 4% allowed by the test.

For $u=1$, with the pulse again set so that the mean is one half, the simulation gives 0.020. This is the least possible spread about a mean of one half with 25 equal grains, because every device is at least 0.02 away from 0.5. Nearly all devices then have 12 or 13 switched grains. Even half switching changes the interlayer field by about 33 MV/cm when $u=1$, so its magnitude is at least 16 MV/cm at one end of the change. This is still above the rough breakdown field, so the limit is not an operating point of the example stack.

Without a metal plane, the feedback is local and depends on distance. The shared-plane result shows the direction and possible size of the effect; it is not a prediction for every stack.

## Polarization and threshold voltage

A grain that switches changes its polarization by $2P_r$. The spread of the device average is therefore $2\times20\times0.10=4.0$ uC/cm2, if every grain carries the same $P_r$ along the field. Differences of orientation add to this: with polar axes at random in three dimensions and the same mean $P_r$, the switched polarization has a spread of 5.2 uC/cm2, and even a saturated state has a spread of 2.3 uC/cm2.

For the threshold voltage, hold the channel charge fixed, which fixes $E_i$. The displacement condition then requires $E_f$ to change by $-2uP_r/(\varepsilon_0\varepsilon_f)$ on full switching. The gate voltage changes by $t_f$ times this, so the window between the two saturated states has magnitude

$$W=\frac{2uP_rt_f}{\varepsilon_0\varepsilon_f}=753\ \text{mV}$$

for $u=0.05$, taken to be the same during reading. The formula holds while the opposing film field at reading, about $uP_r/(\varepsilon_0\varepsilon_f)$ for small channel charge, stays well below $E_c$. It is 0.38 MV/cm here, but 1.5 MV/cm for $u=0.2$, where most grains would switch back. This is the ideal window for complete switching; the interlayer field needed to write it is discussed in the last section. If the threshold follows the area-averaged polarization linearly, its spread is $W\sigma_f=75$ mV for independent grains and 53 mV with the shared-plane feedback. Near threshold, current may instead follow a path under favourable grains. The position of those grains then matters, and the area average is not enough.

## Comparison with a real stack

The film parameters are rough typical values for hafnium-zirconium oxide about 10 nm thick on a thin silicon oxide interlayer. The compensation share and the division between frozen and pulse-to-pulse spread are chosen values. They depend on processing and pulse conditions and should be measured for a given device. The mean switching field is 0.30 of a rough film breakdown field of 4 MV/cm, so breakdown of the film does not prevent half switching in the example. The interlayer is the tighter limit. At half switching the mean polarization is zero. If the film field ends at $E_c$, as with a shared plane and the weakest grains first, the displacement condition gives $E_i=(30/3.9)\times1.20=9.2$ MV/cm, already close to the rough 10 MV/cm; if the grains all switch at once, it ends near 8 MV/cm. Switching 99% of the grains needs $E_f\approx1.9$ MV/cm and $E_i\approx17$ MV/cm for $u=0.05$, and about 15 MV/cm even for $u=0$. The reset and the saturated states of the example therefore stress the oxide beyond that rough figure, so the feedback and threshold numbers illustrate the model and do not describe a safe operating range.

In the cases worked here, unequal grain sizes and interlayer feedback change the estimate most. The mixed grain sizes raise it to 0.171, and shared-plane feedback with $u=0.05$ lowers it to 0.071 when the weakest grains switch first. A 2% thickness error, random cutting at the edges, and 20% of grains inert at random each move it by less than 0.01. The figure 0.10 is thus a sound first estimate when the effective number of independent switching regions, $A^2/\sum_i a_i^2$, is near 25 and feedback is weak. If neighbouring grains switch together, the joined region must be counted as one grain, and the spread rises accordingly. The numerical output lists the values used.

## Computed results

```
gate side, grain side: 50, 10 nm
number of grains: 25
std of switched fraction at half switching: 0.100
std relative to the mean: 20 %
std from simulated grain fields: 0.1001
probability of 12 switched grains: 0.1550
share of devices outside 0.4 to 0.6: 0.2295
std for gate side 20 nm: 0.250
std for gate side 50 nm: 0.100
std for gate side 100 nm: 0.050
film, interlayer thickness: 10, 1 nm
film, interlayer permittivity: 30, 3.9
mean switching field: 1.20 MV/cm
total grain field spread: 0.30 MV/cm
frozen part of field spread: 0.24 MV/cm
pulse-to-pulse part: 0.18 MV/cm
threshold correlation of two pulses: 0.64
repeatable device std: 0.0665
pulse-to-pulse std: 0.0747
remanent polarization: 20 uC/cm2
std of polarization: 4.0 uC/cm2
unequal grains, number: 13
unequal grains, std: 0.1709
equal grains of that number, std: 0.1387
grains cut by gate edge, rms std: 0.0933
film thickness error: 2 %
common field error: 0.024 MV/cm
std with common field error: 0.1047
inert grain share: 0.20
with inert grains, mean: 0.40
with inert grains, std: 0.0980
assumed fall of switching field when warm: 10 %
warm device, mean fraction: 0.655
warm device, std: 0.0950
uncompensated share u: 0.05
film field loss, u = 1: 6.55 MV/cm
film field loss, chosen u: 0.327 MV/cm
interlayer field change, u = 1: 65.5 MV/cm
interlayer field change, chosen u: 3.27 MV/cm
rough interlayer breakdown field: 10 MV/cm
linear feedback factor, chosen u: 0.697
linear feedback std, chosen u: 0.0697
simulated feedback std, chosen u: 0.071
simulated feedback std, u = 1: 0.020
threshold voltage window: 753 mV
threshold std, independent: 75 mV
threshold std, with feedback: 53 mV
rough film breakdown field: 4 MV/cm
switching field over film breakdown: 0.30
```
